# Bound states of a Dirac particle at a tanh mass wall

## Problem

A Dirac particle moves on a line. Its mass term changes sign smoothly across a wall of width $w$:

$$
H=c\,\sigma_y p+M(x)c^2\,\sigma_x,\qquad M(x)=m\tanh\frac{x}{w},\qquad p=-i\hbar\frac{d}{dx},
$$

with $m>0$ and $w>0$. The Pauli matrices act on a two-component spinor $\psi=(u,v)$.

Find the energies of all normalizable stationary states, and say how many states there are. Evaluate the energies for the electron mass and $w=1.5$ pm.

Two combinations of the constants are used throughout:

$$
\lambda=\frac{mcw}{\hbar},\qquad \varepsilon=\frac{\hbar c}{w}.
$$

The number $\lambda$ is the wall width in units of the reduced Compton length $\hbar/(mc)$, and $\varepsilon$ is an energy. They satisfy $\varepsilon\lambda=mc^2$. With $s=x/w$ and $e=E/\varepsilon$, every equation becomes dimensionless.

## A tempting solution

For constant mass, $E^2=c^2p^2+m^2c^4$. Put the position-dependent mass into this relation and let it act on either spinor component $\varphi$:

$$
\left[-\hbar^2c^2\frac{d^2}{dx^2}+m^2c^4\tanh^2\frac{x}{w}\right]\varphi=E^2\varphi .
$$

Divide by $\varepsilon^2$ and use $\tanh^2 s=1-\operatorname{sech}^2 s$:

$$
-\varphi''-\lambda^2\operatorname{sech}^2 s\;\varphi=(e^2-\lambda^2)\varphi .
$$

This is a Pöschl-Teller well. A well $-\nu(\nu+1)\operatorname{sech}^2 s$ with $\nu>0$ has the bound levels $-(\nu-n)^2$ for integers $0\le n<\nu$, a fact derived below. Here $\nu(\nu+1)=\lambda^2$, so

$$
e^2=\lambda^2-(\nu-n)^2,\qquad \nu=-\tfrac12+\sqrt{\tfrac14+\lambda^2}.
$$

The lowest level has $e^2=\lambda^2-\nu^2=\nu>0$. The conclusion would be that no state lies at zero energy.

## Where it fails

One trial spinor refutes that conclusion. Since $\sigma_y p$ has the entries $-\hbar\,d/dx$ (upper right) and $+\hbar\,d/dx$ (lower left), the Hamiltonian is

$$
H=\begin{pmatrix}0&-\hbar c\,\dfrac{d}{dx}+Mc^2\\[2mm] \hbar c\,\dfrac{d}{dx}+Mc^2&0\end{pmatrix}.
$$

Let it act on $\psi=(\operatorname{sech}^\lambda(x/w),\,0)$. The derivative of $\operatorname{sech}^\lambda(x/w)$ is $-(\lambda/w)\tanh(x/w)\operatorname{sech}^\lambda(x/w)$, and $\hbar c\lambda/w=mc^2$. The two terms in the lower row cancel, so $H\psi=0$. This spinor is normalizable, and it is a bound state at $E=0$.

The fault is in the first line of the tempting solution: $p$ does not commute with $M(x)$. Squaring $H$ with the order of factors kept gives

$$
H^2=c^2p^2+M^2c^4+c^3\left(\sigma_y\sigma_x\,pM+\sigma_x\sigma_y\,Mp\right).
$$

Now $\sigma_x\sigma_y=i\sigma_z$ and $\sigma_y\sigma_x=-i\sigma_z$, so the last term is $-ic^3\sigma_z(pM-Mp)$. The commutator is $pM-Mp=-i\hbar\,dM/dx$, and $(-i)(-i)=-1$. Therefore

$$
H^2=c^2p^2+M^2c^4-\hbar c^3\frac{dM}{dx}\,\sigma_z .
$$

The tempting solution dropped the last term. For constant mass it vanishes, but here it deepens the well for $u$ and raises the potential for $v$, which leaves a shallower well if $\lambda>1$ and no well if $\lambda\le1$.

A wide wall does not cure the error relative to the level spacing. In units of $\varepsilon^2$ the missing term is $\mp\lambda\operatorname{sech}^2 s$, while the well that was kept has depth $\lambda^2$. The ratio $1/\lambda$ is small for a wide wall. To judge the error in the levels, however, the missing term must be compared with the level spacing. From $\lambda^2=\nu^2+\nu$, the tempting formula is

$$
e^2=\nu^2+\nu-(\nu-n)^2=(2n+1)\nu-n^2 .
$$

For large $\lambda$ and fixed $n$ its levels are spaced by about $2\lambda$. The missing term, of size $\lambda$ at the center of the wall, is half of this spacing. Measured against $mc^2$ the error does shrink, though slowly: the lowest tempting level lies at $|E|/mc^2=\sqrt\nu/\lambda\approx\lambda^{-1/2}$ instead of zero, which is $0.31$ at $\lambda=10$ and $0.07$ at $\lambda=200$.

## Correct solution

### The partner operators

For any real $\mu$ define

$$
A_\mu=\frac{d}{ds}+\mu\tanh s,\qquad A_\mu^\dagger=-\frac{d}{ds}+\mu\tanh s .
$$

They are adjoint to each other, because integration by parts reverses the sign of the derivative. The boundary terms vanish for the states considered here. A square-integrable solution of the second-order equations below has a square-integrable second derivative, because the potentials are bounded. Its first derivative is then square integrable too, since $k^2\le(1+k^4)/2$ in Fourier space.

Divided by $\varepsilon$, the eigenvalue equation $H\psi=E\psi$ reads

$$
A_\lambda u=e\,v,\qquad A_\lambda^\dagger v=e\,u .
$$

Applying the second operator to the first equation, and the first operator to the second, gives

$$
A_\lambda^\dagger A_\lambda u=e^2u,\qquad A_\lambda A_\lambda^\dagger v=e^2v .
$$

To work out the products, write $t=\tanh s$, with $t'=\operatorname{sech}^2 s=1-t^2$. For a function $f$,

$$
\begin{aligned}
A_\mu^\dagger A_\mu f&=-(f'+\mu tf)'+\mu t(f'+\mu tf)\\
&=-f''-\mu t'f-\mu tf'+\mu tf'+\mu^2t^2f\\
&=-f''+\left[\mu^2-\mu(\mu+1)\operatorname{sech}^2 s\right]f .
\end{aligned}
$$

The last line uses $\mu^2t^2=\mu^2-\mu^2\operatorname{sech}^2 s$. In the same way,

$$
\begin{aligned}
A_\mu A_\mu^\dagger f&=(-f'+\mu tf)'+\mu t(-f'+\mu tf)\\
&=-f''+\mu t'f+\mu tf'-\mu tf'+\mu^2t^2f\\
&=-f''+\left[\mu^2-\mu(\mu-1)\operatorname{sech}^2 s\right]f .
\end{aligned}
$$

With $\mu=\lambda$ these are the Pöschl-Teller partners. In SI form,

$$
\left[-\hbar^2c^2\frac{d^2}{dx^2}+m^2c^4-\varepsilon^2\lambda(\lambda\pm1)\operatorname{sech}^2\frac{x}{w}\right]\varphi=E^2\varphi ,
$$

with the upper sign for $\varphi=u$ and the lower sign for $\varphi=v$.

### The state at zero energy

At $e=0$ the first-order equations separate:

$$
u'=-\lambda\tanh s\;u,\qquad v'=+\lambda\tanh s\;v .
$$

Since $\int\tanh s\,ds=\ln\cosh s$, the solutions are $u\propto\operatorname{sech}^\lambda s$ and $v\propto\cosh^\lambda s$. The second grows on both sides, so its coefficient must be zero. There is one state at $E=0$, and it has only an upper component.

### States at nonzero energy

Let $u$ be a normalizable solution of $A_\lambda^\dagger A_\lambda u=e^2u$ with $e^2>0$. Choose either sign of $e$ and set $v=A_\lambda u/e$. Then $A_\lambda^\dagger v=e^2u/e=eu$, so both first-order equations hold. The two components have equal weight:

$$
\int v^2ds=\frac{1}{e^2}\int (A_\lambda u)^2ds=\frac1{e^2}\int u\,A_\lambda^\dagger A_\lambda u\,ds=\int u^2ds .
$$

Conversely, a bound state with $e\neq0$ has $u\neq0$, since $u=0$ would give $v=A_\lambda u/e=0$. Its upper component is therefore an eigenfunction of $A_\lambda^\dagger A_\lambda$.

The eigenvalues of this operator are not degenerate. For two normalizable solutions $u_a,u_b$ with the same $e^2$, the combination $u_au_b'-u_a'u_b$ is constant. It vanishes at infinity, so the solutions are proportional. Each positive eigenvalue $e^2$ thus gives one state at $+|E|$ and one at $-|E|$.

### A recursion for the levels

Compare the second product at $\mu$ with the first product at $\mu-1$:

$$
\begin{aligned}
A_\mu A_\mu^\dagger&=-\frac{d^2}{ds^2}+\mu^2-\mu(\mu-1)\operatorname{sech}^2 s,\\
A_{\mu-1}^\dagger A_{\mu-1}&=-\frac{d^2}{ds^2}+(\mu-1)^2-(\mu-1)\mu\operatorname{sech}^2 s .
\end{aligned}
$$

The wells are identical. The constants differ by $\mu^2-(\mu-1)^2=2\mu-1$, so

$$
A_\mu A_\mu^\dagger=A_{\mu-1}^\dagger A_{\mu-1}+2\mu-1 .
$$

For $\mu>0$ let $S(\mu)$ be the set of all eigenvalues of $A_\mu^\dagger A_\mu$ with normalizable eigenfunctions. It contains $0$, from $\operatorname{sech}^\mu s$. None is negative, because $\int f A_\mu^\dagger A_\mu f\,ds=\int(A_\mu f)^2ds$. By the pairing just shown, every positive member of $S(\mu)$ is an eigenvalue of $A_\mu A_\mu^\dagger$. Conversely, let $A_\mu A_\mu^\dagger v=av$ with $v$ normalizable and $a>0$. Then $u=A_\mu^\dagger v$ is normalizable and satisfies $A_\mu^\dagger A_\mu u=au$, and it is not zero because $A_\mu u=av$. So $a$ belongs to $S(\mu)$. The operator $A_\mu A_\mu^\dagger$ has no negative eigenvalue, because $\int f A_\mu A_\mu^\dagger f\,ds=\int(A_\mu^\dagger f)^2ds$. An eigenvalue zero would require $A_\mu^\dagger f=0$, whose solution $\cosh^\mu s$ is not normalizable. The positive members of $S(\mu)$ are therefore exactly the eigenvalues of $A_\mu A_\mu^\dagger$. For $\mu>1$ it follows that

$$
S(\mu)=\{0\}\cup\left\{\,2\mu-1+a\;:\;a\in S(\mu-1)\right\}.
$$

Starting from $\lambda$, the $n$-th level is the zero eigenvalue of $S(\lambda-n)$ raised by the $n$ shifts passed on the way:

$$
e_n^2=\sum_{k=0}^{n-1}\left[2(\lambda-k)-1\right]=2n\lambda-n(n-1)-n=n(2\lambda-n).
$$

This level exists when $\operatorname{sech}^{\lambda-n}s$ is normalizable, which requires $n<\lambda$.

### Why there are no further levels

The recursion stops when it reaches some $\mu$ with $0<\mu\le1$. It remains to show that $S(\mu)=\{0\}$ there. The partner operator is

$$
A_\mu A_\mu^\dagger=-\frac{d^2}{ds^2}+\mu^2+W,\qquad W=\mu(1-\mu)\operatorname{sech}^2 s\ge0 .
$$

Suppose it had a normalizable eigenfunction $\varphi$ with eigenvalue $a$. Multiplying the eigenvalue equation by $\varphi$ and integrating gives

$$
a\int\varphi^2ds=\int\left[\varphi'^2+(\mu^2+W)\varphi^2\right]ds>\mu^2\int\varphi^2ds ,
$$

because $\varphi'$ cannot vanish everywhere. So $a=\mu^2+k^2$ with $k>0$, and $\varphi''=(W-k^2)\varphi$. Consider $R=\varphi'^2+k^2\varphi^2$. Its derivative is

$$
R'=2\varphi'(W-k^2)\varphi+2k^2\varphi\varphi'=2W\varphi\varphi' .
$$

Since $2k|\varphi\varphi'|\le R$, this gives $|R'|\le(W/k)R$. The integral of $W$ over the line is finite, so $\ln R$ changes by a finite amount and $R$ stays above a positive constant. But $\varphi$ and $\varphi'$ are square integrable, so $R$ must have a finite integral. This is a contradiction, and no such $\varphi$ exists. The argument covers energies below, at and above the threshold.

### Result

Restoring the units with $E=\varepsilon e$,

$$
\boxed{E_n^2=\left(\frac{\hbar c}{w}\right)^2 n\left(\frac{2mcw}{\hbar}-n\right),\qquad n=0,1,2,\ldots,\quad n<\frac{mcw}{\hbar}}
$$

With $\hbar=c=1$ this is $E_n^2=n(2mw-n)/w^2$ for $n<mw$. The level $n=0$ is a single state, and each $n\ge1$ gives the pair $\pm|E_n|$. If $N$ is the largest integer below $\lambda$, there are $2N+1$ bound states.

Completing the square gives $e_n^2=\lambda^2-(\lambda-n)^2$. Subtracting the constant $\lambda^2$ from $A_\lambda^\dagger A_\lambda$ shows that the well $-\lambda(\lambda+1)\operatorname{sech}^2 s$ has the levels $-(\lambda-n)^2$. This holds for any $\lambda>0$ and is the fact used in the tempting solution. The mistake there was the strength of the well, not its spectrum.

## The first excited pair and the strict inequality

For $\lambda>1$ the spinor at $n=1$ can be written down. The recursion gives $u_1\propto A_\lambda^\dagger\operatorname{sech}^{\lambda-1}s$. The derivative of $\operatorname{sech}^{\lambda-1}s$ is $-(\lambda-1)\tanh s\operatorname{sech}^{\lambda-1}s$, so

$$
A_\lambda^\dagger\operatorname{sech}^{\lambda-1}s=(2\lambda-1)\tanh s\operatorname{sech}^{\lambda-1}s .
$$

Drop the constant factor and take $u_1=\tanh s\operatorname{sech}^{\lambda-1}s$. Then

$$
\begin{aligned}
A_\lambda u_1&=\left[\operatorname{sech}^2 s-(\lambda-1)\tanh^2 s+\lambda\tanh^2 s\right]\operatorname{sech}^{\lambda-1}s\\
&=\operatorname{sech}^{\lambda-1}s ,
\end{aligned}
$$

because the bracket is $\operatorname{sech}^2 s+\tanh^2 s=1$. Hence $v_1=\operatorname{sech}^{\lambda-1}s/e_1$. The other equation, $A_\lambda^\dagger v_1=e_1u_1$, requires $(2\lambda-1)/e_1=e_1$, in agreement with $e_1^2=2\lambda-1$.

At $\lambda=1$ these functions become $u_1=\tanh s$ and $v_1=1$, with $e_1=1$, that is $E=mc^2$. They solve the equations but do not decay, so $n=1$ is excluded at $\lambda=1$. For any integer $\lambda$, the level $n=\lambda$ would likewise have to start from $\operatorname{sech}^0 s=1$, which is not normalizable.

## Electron mass and a wall of 1.5 pm

The electron mass only sets the scale here: the numbers belong to the one-dimensional, single-particle model with an imposed mass profile, not to a real electron system. The reduced Compton length is $0.386159$ pm, so

$$
\lambda=\frac{1.500}{0.386159}=3.8844,\qquad \varepsilon=131.551\ \text{keV},\qquad mc^2=510.999\ \text{keV}.
$$

The allowed values are $n=0,1,2,3$, which makes $1+2\cdot3=7$ bound states. The energies are

$$
\begin{aligned}
|E_1|&=131.551\sqrt{1\,(7.7688-1)}=131.551\sqrt{6.7688}=342.26\ \text{keV},\\
|E_2|&=131.551\sqrt{2\,(7.7688-2)}=131.551\sqrt{11.5376}=446.84\ \text{keV},\\
|E_3|&=131.551\sqrt{3\,(7.7688-3)}=131.551\sqrt{14.3064}=497.58\ \text{keV},
\end{aligned}
$$

together with $E_0=0$. Direct numerical integration of the first-order Dirac equation gives the same energies and finds seven states in the gap.

The tempting formula would give $\nu=-0.5+\sqrt{0.25+15.089}=3.416$ and a lowest energy of $131.551\sqrt{3.416}\approx243$ keV. The true spectrum has no level there.

Far from the wall the squared equation becomes $u''=(\lambda^2-e_n^2)u=(\lambda-n)^2u$. The amplitude therefore falls as $e^{-(\lambda-n)|x|/w}$, with decay length $w/(\lambda-n)$. For $n=0,1,2,3$ this is $0.386$, $0.520$, $0.796$ and $1.696$ pm. The last state lies $13.4$ keV below the threshold $mc^2$ and reaches farthest out.

## Limits and range of validity

For a narrow wall, $\lambda\le1$, the zero-energy state is the only bound state. For a wide wall and $n\ll\lambda$,

$$
E_n^2\approx2n\lambda\varepsilon^2=\frac{2n\hbar mc^3}{w},
$$

so the energies grow as $\sqrt n$. The neglected term $-n^2\varepsilon^2$ is a fraction $n/(2\lambda)$ of the one kept.

The level formula rests on the recursion, which uses the tanh profile. The zero-energy state needs much less. For a general bounded $M(x)$, the lower row of $H\psi=0$ with $v=0$ gives

$$
u(x)\propto\exp\left[-\frac{c}{\hbar}\int_0^xM(y)\,dy\right].
$$

This decays on both sides whenever $M$ tends to a positive constant on the right and a negative constant on the left. Changing the shape of the wall between these limits moves the other levels in general, but leaves this one at $E=0$.

## Values computed for the example and the checks

```
wall width w = 1.500 pm
reduced Compton length hbar/(m c) = 0.386159 pm
lambda = m c w/hbar = 3.884408 (dimensionless)
rest energy m c^2 = 510.9990 keV
energy unit hbar c/w = 131.5513 keV
largest allowed n = 3 (dimensionless)
number of bound states = 7 (dimensionless)
n = 0: n(2 lambda - n) = 0.000000 (dimensionless)
n = 0: |E| from formula = 0.0000 keV
n = 0: |E| from Dirac integration = 0.0000 keV
n = 0: amplitude decay length = 0.3862 pm
n = 1: n(2 lambda - n) = 6.768815 (dimensionless)
n = 1: |E| from formula = 342.2564 keV
n = 1: |E| from Dirac integration = 342.2564 keV
n = 1: amplitude decay length = 0.5200 pm
n = 2: n(2 lambda - n) = 11.537630 (dimensionless)
n = 2: |E| from formula = 446.8415 keV
n = 2: |E| from Dirac integration = 446.8415 keV
n = 2: amplitude decay length = 0.7960 pm
n = 3: n(2 lambda - n) = 14.306446 (dimensionless)
n = 3: |E| from formula = 497.5779 keV
n = 3: |E| from Dirac integration = 497.5779 keV
n = 3: amplitude decay length = 1.6961 pm
n = 3: distance below threshold = 13.4210 keV
n = 1: weight ratio upper/lower = 1.000000 (dimensionless)
zero-mode peak density = 0.71789 per pm
lambda = 0.6: bound states found = 1 (dimensionless)
lambda = 1.0: bound states found = 1 (dimensionless)
lambda = 2.3: bound states found = 5 (dimensionless)
lambda = 3.0: bound states found = 5 (dimensionless)
```
